# Drain penetration in a monolayer transistor: what atomic thickness cannot remove: a numerical check

```python
"""Drain penetration in a monolayer transistor: result under test.
Double gate, insulator thickness t on each side of a sheet of in-plane
polarizability chi = eps_par * t_s: the potential decays as exp(-x/lam) with
    cot(t/lam) = chi / (2 eps_ox lam),   lam -> 2 t / pi when chi -> 0,
so lam does not vanish with the channel thickness t_s.  With a single gate and
an open top the decay is algebraic: phi/V -> eps_top t / (pi eps_bot x).
Lengths in nm, permittivities relative, no charge in the channel.
The formulas are compared with finite-volume solutions of Laplace's equation.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.linalg import eigvalsh
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def slab_length(t_s, eps_par, eps_perp, t, eps_ox):
    """Decay length for a slab channel between two gates."""
    stretch = np.sqrt(eps_par / eps_perp)
    mean = np.sqrt(eps_par * eps_perp)

    def mismatch(k):
        return mean * np.tan(stretch * k * t_s / 2) - eps_ox / np.tan(k * t)
    return 1 / brentq(mismatch, 1e-9, np.pi / (2 * t), xtol=1e-14)


def sheet_length(t, h, eps_bot, eps_top, chi):
    """Decay length for a sheet at t above one gate and h below another."""
    def mismatch(k):
        return eps_bot / np.tan(k * t) + eps_top / np.tan(k * h) - chi * k
    k_max = np.pi / max(t, h)
    return 1 / brentq(mismatch, 1e-7 * k_max, (1 - 1e-10) * k_max, xtol=1e-14)


def eigen_length(layers, chi=0.0, cells=120):
    """Decay length from the discretized cross-section, grounded outside.
    layers: (thickness, eps_par, eps_perp); chi sits on the first interface."""
    dy = np.concatenate([np.full(cells, d / cells) for d, _, _ in layers])
    par = np.concatenate([np.full(cells, p) for _, p, _ in layers])
    perp = np.concatenate([np.full(cells, q) for _, _, q in layers])
    link = perp / dy
    mass = (par[:-1] * dy[:-1] + par[1:] * dy[1:]) / 2
    mass[cells - 1] += chi
    stiff = np.diag(link[:-1] + link[1:])
    stiff -= np.diag(link[1:-1], 1) + np.diag(link[1:-1], -1)
    root = np.sqrt(mass)
    return 1 / np.sqrt(eigvalsh(stiff / np.outer(root, root))[0])


def half_grid(length, scale, cells):
    """Points from 0 to length, densest at 0."""
    return scale * np.sinh(np.linspace(0, np.arcsinh(length / scale), cells + 1))


def channel_potential(L, t, h, eps_bot, eps_top, chi):
    """phi(x) in the channel plane for unit drain voltage on the sheet x < 0.
    L: gate length with grounded source at x > L, or None for no source.
    h: distance to the top gate, or None for an open top."""
    is_open = h is None
    reach = 400 * t if is_open else 6 * max(t, h)
    out = half_grid(reach, 0.3 * t, 110 if is_open else 80)
    if L is None:
        x = np.concatenate([-out[::-1], out[1:]])
    else:
        half = half_grid(L / 2, t, 90)
        x = np.concatenate([-out[::-1], half[1:], L - half[::-1][1:], L + out[1:]])
    row = 25
    below = t - half_grid(t, 0.3 * t, row)[::-1]
    above = t + half_grid(reach if is_open else h, 0.3 * t, 100 if is_open else 25)
    y = np.concatenate([below, above[1:]])
    nx, ny = len(x), len(y)
    dx, dy = np.diff(x), np.diff(y)
    eps = np.where(np.arange(ny - 1) < row, eps_bot, eps_top)
    weight = np.zeros(ny)
    weight[:-1] += eps * dy / 2
    weight[1:] += eps * dy / 2
    weight[row] += chi
    width = np.zeros(nx)
    width[:-1] += dx / 2
    width[1:] += dx / 2
    g_x = weight[None, :] / dx[:, None]
    g_y = width[:, None] * (eps / dy)[None, :]
    idx = np.arange(nx * ny).reshape(nx, ny)
    a = np.concatenate([idx[:-1].ravel(), idx[:, :-1].ravel()])
    b = np.concatenate([idx[1:].ravel(), idx[:, 1:].ravel()])
    g = np.concatenate([g_x.ravel(), g_y.ravel()])
    links = coo_matrix((g, (a, b)), shape=(nx * ny, nx * ny)).tocsr()
    links = links + links.T
    matrix = (diags(np.asarray(links.sum(axis=1)).ravel()) - links).tocsr()
    phi = np.zeros((nx, ny))
    fixed = np.zeros((nx, ny), dtype=bool)
    if is_open:
        # far from the device: a potential step on a grounded plane
        angle = np.arctan2(np.maximum(y - t, 0)[None, :], x[:, None]) / np.pi
        for edge in (np.s_[0, :], np.s_[-1, :], np.s_[:, -1]):
            phi[edge] = angle[edge]
            fixed[edge] = True
        phi[0, :row + 1] = y[:row + 1] / t
    fixed[:, 0] = True
    phi[:, 0] = 0
    if not is_open:
        fixed[:, -1] = True
    drain = x <= 1e-12
    phi[drain, row] = 1
    fixed[drain, row] = True
    if L is not None:
        source = x >= L - 1e-9
        phi[source, row] = 0
        fixed[source, row] = True
    fix, values = fixed.ravel(), phi.ravel()
    free = np.flatnonzero(~fix)
    held = np.flatnonzero(fix)
    rows = matrix[free]
    rhs = -(rows[:, held] @ values[held])
    values[free] = spsolve(rows[:, free].tocsc(), rhs, permc_spec="MMD_AT_PLUS_A")
    return x, values.reshape(nx, ny)[:, row]


def penetration(L, t, h, eps_bot, eps_top, chi):
    """Mid-channel potential per unit drain voltage."""
    x, phi = channel_potential(L, t, h, eps_bot, eps_top, chi)
    return np.interp(L / 2, x, phi)


def open_map(x_over_t):
    """Conformal solution: one gate, open top, uniform dielectric."""
    def offset(v):
        E = (np.pi - v) / np.sin(v)
        return 1 + np.log(E) + E * np.cos(v) - np.pi * x_over_t
    return brentq(offset, 1e-6, np.pi - 1e-6) / np.pi


t_s, eps_par, eps_perp, t = 0.6, 15.0, 5.0, 2.0
chi = eps_par * t_s
floor = 2 * t / np.pi

print(f"channel thickness {t_s} nm, insulator thickness t {t} nm")
print(f"eps_par {eps_par}, eps_perp {eps_perp}, chi {chi:.2f} nm")
print(f"limit 2t/pi: {floor:.4f} nm")

# Thinning the channel: mode equation against cross-section eigenvalue
print("Double gate, eps_ox = 4, channel made thinner:")
for thick in (0.6, 0.3, 0.06, 0.006):
    lam = slab_length(thick, eps_par, eps_perp, t, 4.0)
    num = eigen_length([(t, 4, 4), (thick, eps_par, eps_perp), (t, 4, 4)])
    assert abs(lam / num - 1) < 1e-3
    usual = np.sqrt(eps_par * thick * t / 8)
    print(f"  t_s {thick} nm: lambda {lam:.4f} nm, usual estimate {usual:.4f} nm")
assert abs(num / floor - 1) < 0.01

# Sheet model, the two-term law and equal equivalent oxide thickness
print("Double gate, sheet model (EOT referred to permittivity 4):")
for eps_ox, thick in ((4.0, 2.0), (20.0, 2.0), (4.0, 1.0), (20.0, 10.0)):
    lam = sheet_length(thick, thick, eps_ox, eps_ox, chi)
    num = eigen_length([(thick, eps_ox, eps_ox)] * 2, chi)
    assert abs(lam / num - 1) < 1e-3
    usual = np.sqrt(chi * thick / (2 * eps_ox))
    c = (num**2 - usual**2) / thick**2
    assert 1 / 3 < c < 4 / np.pi**2
    p = penetration(10.0, thick, thick, eps_ox, eps_ox, chi)
    print(f"  eps_ox {eps_ox:.0f}, t {thick:.0f} nm, EOT {4 * thick / eps_ox:.1f} nm:")
    print(f"    lambda {lam:.4f} nm, usual {usual:.4f} nm, c {c:.4f}")
    print(f"    penetration at L = 10 nm: {1000 * p:.1f} mV/V")

# Conformal solution for the double gate without sheet polarizability
x, phi = channel_potential(None, t, t, 4.0, 4.0, 0.0)
near = (x > 0.2 * t) & (x < 3 * t)
exact = 2 / np.pi * np.arcsin(np.exp(-x[near] / floor))
error_double = np.max(np.abs(phi[near] / exact - 1))
assert error_double < 0.02
bare = penetration(10.0, t, t, 4.0, 4.0, 0.0)
bare_formula = 2 / np.pi * np.exp(-np.pi * 10.0 / (4 * t))
assert abs(bare / bare_formula - 1) < 0.02
print("Double gate, chi = 0, L = 10 nm:")
print(f"  penetration {1000 * bare:.2f} mV/V, formula {1000 * bare_formula:.2f} mV/V")

# Upper electrode at height h, vacuum above the sheet
print("Upper electrode at height h, vacuum above, eps_bot = 4:")
cap_lengths = []
for h in (2.0, 10.0, 50.0, 250.0):
    lam = sheet_length(t, h, 4.0, 1.0, chi)
    num = eigen_length([(t, 4, 4), (h, 1, 1)], chi, cells=250)
    assert abs(lam / num - 1) < 2e-3
    cap_lengths.append(num)
    print(f"  h {h:.0f} nm: lambda {lam:.3f} nm")
assert np.all(np.diff(cap_lengths) > 0)

# Open top: conformal solution, then unequal dielectrics with a real sheet
x, phi = channel_potential(None, t, None, 4.0, 4.0, 0.0)
near = (x > 0.5 * t) & (x < 50 * t)
exact = np.array([open_map(s) for s in x[near] / t])
error_open = np.max(np.abs(phi[near] / exact - 1))
assert error_open < 0.03
print(f"Largest deviation from conformal maps: double gate {100 * error_double:.2f} %,")
print(f"  open top {100 * error_open:.2f} %")
print("Semi-infinite drain, uniform dielectric, chi = 0, x = 10 nm:")
print(f"  two gates {2000 / np.pi * np.arcsin(np.exp(-10 / floor)):.3f} mV/V")
print(f"  one gate, open top {1000 * open_map(10 / t):.1f} mV/V")
print(f"  far-field law t/(pi x) {1000 * t / (np.pi * 10):.1f} mV/V")
x, phi = channel_potential(None, t, None, 20.0, 1.0, chi)
far = (x > 40 * t) & (x < 80 * t)
tail_ratio = phi[far] * np.pi * 20.0 * x[far] / t
# the far-field law has corrections of order (t/x) log(x/t)
assert np.max(np.abs(tail_ratio - 1)) < 0.06
print(f"Tail over law, eps 20 below, 1 above: {tail_ratio.min():.3f}"
      f" to {tail_ratio.max():.3f}")

# Complete devices with source and drain
print("Penetration with chi = 9 nm, eps_bot = 4, t = 2 nm (mV/V):")
two_gate = {}
for L in (10.0, 20.0, 40.0):
    two_gate[L] = penetration(L, t, t, 4.0, 4.0, chi)
    one_gate = penetration(L, t, None, 4.0, 1.0, chi)
    law = 2 * t / (np.pi * 4.0 * L)
    print(f"  L {L:.0f} nm: two gates {1000 * two_gate[L]:.3g},"
          f" one gate {1000 * one_gate:.3g}, tail law {1000 * law:.3g}")
lam = sheet_length(t, t, 4.0, 4.0, chi)
lam_device = 5.0 / np.log(two_gate[10.0] / two_gate[20.0])
assert abs(lam_device / lam - 1) < 0.02
print(f"lambda from L = 10 and 20 nm devices: {lam_device:.3f} nm")
long_gate = penetration(200.0, t, None, 4.0, 1.0, chi)
long_law = 2 * t / (np.pi * 4.0 * 200.0)
# the effective drain edge is displaced by a few nm out of 100 nm
assert abs(long_gate / long_law - 1) < 0.08
print(f"One gate, L = 200 nm: {1000 * long_gate:.3f} mV/V,"
      f" tail law {1000 * long_law:.3f} mV/V")
print("all assertions hold")
```

Printed output:

```
channel thickness 0.6 nm, insulator thickness t 2.0 nm
eps_par 15.0, eps_perp 5.0, chi 9.00 nm
limit 2t/pi: 1.2732 nm
Double gate, eps_ox = 4, channel made thinner:
  t_s 0.6 nm: lambda 1.9351 nm, usual estimate 1.5000 nm
  t_s 0.3 nm: lambda 1.6207 nm, usual estimate 1.0607 nm
  t_s 0.06 nm: lambda 1.3447 nm, usual estimate 0.4743 nm
  t_s 0.006 nm: lambda 1.2804 nm, usual estimate 0.1500 nm
Double gate, sheet model (EOT referred to permittivity 4):
  eps_ox 4, t 2 nm, EOT 2.0 nm:
    lambda 1.9212 nm, usual 1.5000 nm, c 0.3602
    penetration at L = 10 nm: 68.5 mV/V
  eps_ox 20, t 2 nm, EOT 0.4 nm:
    lambda 1.4153 nm, usual 0.6708 nm, c 0.3883
    penetration at L = 10 nm: 22.6 mV/V
  eps_ox 4, t 1 nm, EOT 1.0 nm:
    lambda 1.2143 nm, usual 1.0607 nm, c 0.3495
    penetration at L = 10 nm: 15.8 mV/V
  eps_ox 20, t 10 nm, EOT 2.0 nm:
    lambda 6.5094 nm, usual 1.5000 nm, c 0.4012
    penetration at L = 10 nm: 292.3 mV/V
Double gate, chi = 0, L = 10 nm:
  penetration 12.71 mV/V, formula 12.54 mV/V
Upper electrode at height h, vacuum above, eps_bot = 4:
  h 2 nm: lambda 2.238 nm
  h 10 nm: lambda 3.483 nm
  h 50 nm: lambda 16.078 nm
  h 250 nm: lambda 79.737 nm
Largest deviation from conformal maps: double gate 1.41 %,
  open top 0.70 %
Semi-infinite drain, uniform dielectric, chi = 0, x = 10 nm:
  two gates 0.247 mV/V
  one gate, open top 74.6 mV/V
  far-field law t/(pi x) 63.7 mV/V
Tail over law, eps 20 below, 1 above: 1.010 to 1.020
Penetration with chi = 9 nm, eps_bot = 4, t = 2 nm (mV/V):
  L 10 nm: two gates 68.5, one gate 149, tail law 31.8
  L 20 nm: two gates 5.11, one gate 38, tail law 15.9
  L 40 nm: two gates 0.0284, one gate 10.1, tail law 7.96
lambda from L = 10 and 20 nm devices: 1.926 nm
One gate, L = 200 nm: 1.641 mV/V, tail law 1.592 mV/V
all assertions hold
```
